\section*{Lens bounds on the complex permittivity of two-phase composites}

\section{The result and its conditions}

Two isotropic phases with complex relative permittivities $\epsilon_1,\epsilon_2$ fill fractions $f_1$ and $f_2=1-f_1$ of a composite, with $0<f_1<1$. Let $\epsilon$ be its effective permittivity along a principal axis, and let $\epsilon_1/\epsilon_2$ not be real. Whatever the microstructure, $\epsilon$ lies in a closed convex lens with corners
\begin{equation}
\epsilon_a=f_1\epsilon_1+f_2\epsilon_2,\qquad
\epsilon_h=\left(\frac{f_1}{\epsilon_1}+\frac{f_2}{\epsilon_2}\right)^{-1}.
\label{corners}
\end{equation}
The lens is bounded by two circular arcs from $\epsilon_a$ to $\epsilon_h$. One lies on the circle through $\epsilon_a,\epsilon_h,\epsilon_1$ and does not contain $\epsilon_1$; the other lies on the circle through $\epsilon_a,\epsilon_h,\epsilon_2$ and does not contain $\epsilon_2$. Every point of the lens is reached by a microstructure or a limit of microstructures, so no smaller region follows from the volume fractions alone.

The phases respond linearly and locally, the fields are quasi-static, and the structure is periodic with a cell that may be large and complicated. Fields vary as $e^{-i\omega t}$, so loss means $\mathrm{Im}\,\epsilon>0$. Analyticity does not suffice by itself: the proof also uses the positivity of a spectral measure, its total mass, and the positivity of $\epsilon$ when both phases are positive.

\section{From the field equation to a measure}

Let $\langle\cdot\rangle$ be the cell average and $\mathbf n$ a real unit vector. The field $\mathbf E$ is curl-free with $\langle\mathbf E\rangle=\mathbf n$, and $\nabla\cdot(\epsilon(\mathbf r)\mathbf E)=0$. Define $\epsilon=\mathbf n\cdot\langle\epsilon(\mathbf r)\mathbf E\rangle$. This is the diagonal element of the effective tensor along $\mathbf n$, and a principal permittivity if $\mathbf n$ is a principal axis. The derivation holds for any real $\mathbf n$.

With $\chi=1$ in phase 1 and $0$ in phase 2,
\begin{equation}
\epsilon(\mathbf r)=\epsilon_2\left(1-\frac{\chi}{s}\right),\qquad
s=\frac{\epsilon_2}{\epsilon_2-\epsilon_1}.
\label{s}
\end{equation}
Let $\Gamma$ be the orthogonal projector, in the inner product $\langle\mathbf a^*\cdot\mathbf b\rangle$, onto gradients of periodic functions. Integration by parts gives $\langle\nabla\phi^*\cdot\epsilon(\mathbf r)\mathbf E\rangle=0$ for every periodic $\phi$, so $\Gamma(\epsilon(\mathbf r)\mathbf E)=0$. Since $\mathbf E-\mathbf n$ is itself such a gradient and $\Gamma\mathbf n=0$, we have $\Gamma\mathbf E=\mathbf E-\mathbf n$. Equation (\ref{s}) then gives
\begin{equation}
\mathbf E=\mathbf n+\frac1s\Gamma\chi\mathbf E .
\label{field}
\end{equation}
Multiply by $\chi$, use $\chi^2=\chi$, and set $A=\chi\Gamma\chi$:
\begin{equation}
(s-A)\chi\mathbf E=s\chi\mathbf n
\quad\Rightarrow\quad
\chi\mathbf E=s(s-A)^{-1}\chi\mathbf n .
\end{equation}
Inserting this in the definition of $\epsilon$,
\begin{equation}
\epsilon=\epsilon_2\left(1-\frac1s\langle\mathbf n\cdot\chi\mathbf E\rangle\right)
=\epsilon_2\left(1-\langle\chi\mathbf n\cdot(s-A)^{-1}\chi\mathbf n\rangle\right).
\end{equation}
The operator $A$ is self-adjoint, and $\langle\mathbf a^*\cdot A\mathbf a\rangle=\|\Gamma\chi\mathbf a\|^2$ lies between $0$ and $\|\mathbf a\|^2$. Its spectrum is therefore in $[0,1]$, and the spectral theorem gives
\begin{equation}
1-\frac{\epsilon}{\epsilon_2}=\int_0^1\frac{d\mu(z)}{s-z},\qquad
d\mu\ge0,\quad \int d\mu=\langle\chi\,\mathbf n\cdot\mathbf n\rangle=f_1 .
\label{spectral}
\end{equation}
The right side is analytic in $s$ away from $[0,1]$. The measure $\mu$ depends on geometry and direction, not on the permittivities, so what is learned about it at real $s$ may be used at complex $s$.

For real $s>1$, (\ref{s}) gives $\epsilon_1/\epsilon_2=1-1/s>0$. Because $\mathbf E-\mathbf n$ is orthogonal to $\epsilon(\mathbf r)\mathbf E$, $\epsilon/\epsilon_2=\langle\mathbf E\cdot[\epsilon(\mathbf r)/\epsilon_2]\mathbf E\rangle>0$. The integral in (\ref{spectral}) is then below one. As $s$ falls to $1$ its integrand rises monotonically, so
\begin{equation}
\int\frac{d\mu(z)}{1-z}\le1 .
\label{constraint}
\end{equation}
In particular, $\mu$ has no point mass at $z=1$.

\section{Every composite is equivalent to parallel columns}

Define $d\rho=d\mu/(1-z)$ for $z<1$, and put the weight missing from one in (\ref{constraint}) at $z=1$. Then $\rho$ is a probability measure. The added weight does not contribute to $\int(1-z)d\rho=\int d\mu=f_1$, so
\begin{equation}
\int d\rho=1,\qquad \int z\,d\rho=f_2 .
\label{moments}
\end{equation}
Equation (\ref{spectral}) becomes
\begin{equation}
\epsilon=\epsilon_2\int\left(1-\frac{1-z}{s-z}\right)d\rho
=\epsilon_2\int\frac{s-1}{s-z}\,d\rho .
\end{equation}
From (\ref{s}), $s-1=\epsilon_1/(\epsilon_2-\epsilon_1)$ and $s-z=D(z)/(\epsilon_2-\epsilon_1)$, with $D(z)=(1-z)\epsilon_2+z\epsilon_1$. The differences cancel:
\begin{equation}
\epsilon=\int h(z)\,d\rho(z),\qquad
h(z)=\frac{\epsilon_1\epsilon_2}{D(z)}
=\left(\frac{1-z}{\epsilon_1}+\frac z{\epsilon_2}\right)^{-1}.
\label{columns}
\end{equation}
Here $h(z)$ is the permittivity of a series stack with fraction $z$ of phase 2, and the integral places such stacks side by side. For the chosen direction, any composite has the permittivity of parallel columns with the same total composition.

Conversely, take columns parallel to $\mathbf n$, each made of layers normal to $\mathbf n$. When the columns are much wider than the layer period, each acts as a homogeneous medium. The normal displacement is common to the layers of a column, which gives $h(z)$; the tangential field is common to the columns, which gives the average (\ref{columns}). Every $\rho$ with a finite number of point masses is thus reached in the wide-column limit, and other $\rho$ are limits of these.

The attainable set is therefore
\begin{equation}
K=\left\{\int h\,d\rho:\ \rho\ \text{obeys (\ref{moments})}\right\}.
\label{K}
\end{equation}
It is convex because mixtures of allowed measures are allowed. It is compact because $h$ is continuous: $D(z)$ has no real zero when $\epsilon_1/\epsilon_2$ is not real.

\section{The boundary}

Consider measures on the two points $\{0,t\}$, $f_2\le t\le1$. The mean fixes the weight at $t$ to be $f_2/t$. Since $\epsilon_2-D(t)=t(\epsilon_2-\epsilon_1)$,
\begin{equation}
h(t)-\epsilon_1=\epsilon_1\frac{\epsilon_2-D(t)}{D(t)}
=\frac{t\,\epsilon_1(\epsilon_2-\epsilon_1)}{D(t)},
\end{equation}
and hence
\begin{equation}
\epsilon=\epsilon_1+\frac{f_2}{t}[h(t)-\epsilon_1]
=\epsilon_1+\frac{f_2\,\epsilon_1(\epsilon_2-\epsilon_1)}{D(t)} .
\label{arc1}
\end{equation}
On $\{t,1\}$, $0\le t\le f_2$, the weight at $t$ is $f_1/(1-t)$. With $\epsilon_1-D(t)=(1-t)(\epsilon_1-\epsilon_2)$ the same steps give
\begin{equation}
\epsilon=\epsilon_2+\frac{f_1\,\epsilon_2(\epsilon_1-\epsilon_2)}{D(t)} .
\label{arc2}
\end{equation}
Both are M\"obius functions of real $t$ without a real pole, so each traces part of a finite circle. At $t=f_2$ both measures become a single point and give $h(f_2)=\epsilon_h$. At $t=1$ in (\ref{arc1}) and $t=0$ in (\ref{arc2}) both give $\epsilon_a$. As $t\to\infty$ the circles reach $\epsilon_1$ and $\epsilon_2$ respectively. These are the arcs of the opening statement.

To show that they bound $K$, we construct a supporting line at each point. The four real polynomials
\begin{equation}
|D|^2,\quad z|D|^2,\quad \mathrm{Re}(h|D|^2),\quad \mathrm{Im}(h|D|^2)
\label{basis}
\end{equation}
span all real cubics. Indeed $h|D|^2=\epsilon_1\epsilon_2D^*$ is linear in $z$, with values $\epsilon_1|\epsilon_2|^2$ at $z=0$ and $\epsilon_2|\epsilon_1|^2$ at $z=1$. These are linearly independent over the reals because $\epsilon_1/\epsilon_2$ is not real, so the last two polynomials span $1$ and $z$. The first two have degrees two and three, with leading coefficient $|\epsilon_1-\epsilon_2|^2\ne0$.

Thus for a point of (\ref{arc1}) there are real $a,b$ and complex $c$ with
\begin{equation}
a+bz-\mathrm{Re}[c^*h(z)]=\frac{z(z-t)^2}{|D(z)|^2}\ge0,\qquad 0\le z\le1 .
\label{support}
\end{equation}
Here $c\ne0$; otherwise $(a+bz)|D|^2$, which has at most one real zero, would equal a cubic with three, counted with multiplicity. Averaging over any allowed $\rho$ gives
\begin{equation}
\mathrm{Re}(c^*\epsilon)\le a+bf_2 ,
\end{equation}
with equality if and only if $\rho$ sits on $\{0,t\}$. The arc point is therefore on the boundary of $K$, and one measure alone produces it. For (\ref{arc2}) the cubic $(1-z)(z-t)^2$ does the same.

The two families of measures coincide only at their ends, so the arcs meet only there and form a simple closed curve. A simple closed curve does not fit in a line segment, so $K$ has an interior and its boundary is also a simple closed curve. One such curve cannot be a proper part of another; the arcs are the entire boundary.

The lens is also the intersection of the two discs. The chord $\epsilon_a\epsilon_h$ divides convex $K$ into two circular segments. Let their arcs make angles $\alpha$ and $\beta$ with the chord at a corner. Convexity requires $\alpha+\beta\le\pi$. Equality would put both arcs on one circle, which would then contain the three collinear points $\epsilon_1,\epsilon_a,\epsilon_2$; this is impossible. On the side of the first arc, the second circle meets the chord at $\pi-\beta>\alpha$, so the first arc lies inside the second disc. The converse follows by exchanging the arcs. Membership is thus decided by two inequalities $|\epsilon-c_j|\le R_j$.

\section{Limits and a spherical microstructure}

If $\epsilon_1,\epsilon_2$ are both positive, $h$ is real and convex in $z$. Its average is at least $h(f_2)=\epsilon_h$ and at most that of its chord $(1-z)\epsilon_1+z\epsilon_2$, which is $\epsilon_a$. The lens collapses to the segment $[\epsilon_h,\epsilon_a]$. If the ratio is negative, $D$ vanishes at some $z$ in $(0,1)$, $h$ diverges there, and the bound fails: this is the region of electrostatic resonances.

For weak contrast, put $\delta=\epsilon_1-\epsilon_2$. Direct multiplication gives $[(1-z)\epsilon_1+z\epsilon_2]D-\epsilon_1\epsilon_2=z(1-z)\delta^2$. Dividing by $D$ and averaging,
\begin{equation}
\epsilon=\epsilon_a-\delta^2\int\frac{z(1-z)}{D(z)}\,d\rho
=\epsilon_a-\frac{\delta^2}{\epsilon_2}\int z(1-z)\,d\rho+O(\delta^3).
\end{equation}
The last integral is real and lies between $0$ and $f_1f_2$. To second order the lens is a segment; its width first appears at third order.

Now fill space with coated spheres of all sizes, each with a core of phase 1 and a shell of phase 2 in the ratio $f_1:f_2$. Scale the outer radius to one, so the core radius cubed is $f_1$. The potential is $-Ar\cos\theta$ in the core, $-(Br+C/r^2)\cos\theta$ in the shell and $-r\cos\theta$ outside, where the medium has permittivity $\epsilon$ and its field is undisturbed. Continuity of potential and normal displacement requires
\begin{align}
A&=B+C/f_1, & \epsilon_1A&=\epsilon_2(B-2C/f_1),\\
1&=B+C, & \epsilon&=\epsilon_2(B-2C).
\end{align}
The first line gives $C=-f_1\delta B/(\epsilon_1+2\epsilon_2)$. Dividing the two equations of the second line,
\begin{equation}
\epsilon=\epsilon_2\frac{B-2C}{B+C}
=\epsilon_2+\frac{3f_1\epsilon_2\delta}{\epsilon_1+2\epsilon_2-f_1\delta}
=\epsilon_2+\frac{f_1\epsilon_2\delta}{D(f_2/3)},
\label{sphere}
\end{equation}
because the middle denominator is $3\epsilon_2+f_2\delta$. This isotropic structure lies on arc (\ref{arc2}) at $t=f_2/3$.

\section{A wet interlayer film at 20 GHz}

Take an organosilicate film with $10\,\%$ of its volume in pores, all flooded with water. The skeleton has $\epsilon_2=3.00+0.03i$. Water is given a static permittivity 78, a high-frequency value 5 and a relaxation time of 8 ps; these inputs are rough. Then
\begin{equation}
\epsilon_1=5+\frac{78-5}{1-i\omega\tau}=41.3+36.5i .
\end{equation}
The arithmetic corner is $0.1(41.3+36.5i)+0.9(3.00+0.03i)=6.83+3.68i$, and (\ref{corners}) gives $\epsilon_h=3.32+0.046i$. In this example the extreme real parts, imaginary parts and loss tangents all occur at the corners. The loss tangent ranges from $0.014$ to $0.54$: composition alone leaves the loss very uncertain.

The circle through $\epsilon_2$ has centre $2.96+3.91i$ and radius $3.88$. That through $\epsilon_1$ has radius $641$, so its arc is almost the straight chord. By the law of sines the radius is $|\epsilon_a-\epsilon_h|/(2\sin\psi)$, where $\psi$ is the angle the chord subtends at $\epsilon_1$. The chord has length $5.05$, so $\psi$ is only $0.004$ rad.

Equation (\ref{sphere}) gives $3.87+0.14i$ for flooded spherical pores, against $2.75+0.026i$ for the same pores filled with air. The formula is exact for coated spheres of all sizes; for pores of one size it is an approximation that assumes they are well separated. Shape can move the result far from this value. A two-dimensional finite-element model used a periodic $10\times10$ array of square pixels, ten of them wet, with two linear triangles per pixel. With seven wet pixels in a row and three scattered, it gave $3.59+0.09i$ across the row and $4.79+0.57i$ along it. The mesh is coarse, so these numbers illustrate anisotropy and are not converged values.

Real pore walls break the two-phase assumption. Suppose a $0.3$ nm layer of water in a $2$ nm spherical pore is bound, with permittivity roughly 5. It holds $1-0.7^3=66\,\%$ of the pore water. Treating the pore contents as a coated sphere and applying (\ref{sphere}) again lowers the spherical-pore value from $3.87+0.14i$ to $3.44+0.07i$. This gives every pore the same bound share, which in fact depends on pore size: the same layer holds $94\,\%$ of the water in a $1$ nm pore and $39\,\%$ in a $4$ nm pore, giving $3.22+0.04i$ and $3.63+0.10i$. The arithmetic mean of the three constituents is $4.45+1.28i$, far below the two-phase corner. This is the largest correction considered here, and the lens for bulk water should not be applied to such a film as a rigorous bound.

Temperature matters too. Near 350 K, with rough water parameters 62, 5 and 3.5 ps and the skeleton held fixed, the arithmetic corner moves to $7.98+2.13i$ and the spherical-pore value to $3.85+0.09i$. An error of $+0.01$ in $f_1$ shifts the arithmetic corner by $0.38+0.36i$. The other estimates are smaller:
\begin{itemize}
\item An ionic conductivity of $0.01$ S/m adds $\sigma/(\omega\varepsilon_0)=0.009$ to $\mathrm{Im}\,\epsilon_1$.
\item One volt across $50$ nm is $0.2$ MV/cm. For independent dipoles of $6.2\times10^{-30}$ C\,m at 300 K, the Langevin function lowers the static ratio of polarization to field by a fraction $6\times10^{-5}$, and the static small-signal response about that field by three times as much. Local fields and dipole correlations are left out.
\item The film thickness times the wave number in water is $1.6\times10^{-4}$, which supports the quasi-static treatment.
\end{itemize}
The pore diameter is $4\,\%$ of the film thickness, so layers near the electrodes may differ from the bulk average; that shift is not computed. Complete flooding is a deliberately severe case, since intact organosilicate pore walls are usually hydrophobic.
